Gradient terms of exchange and correlation in the linear response of the uniform electron gas

1. Definitions and conventions

Hartree atomic units are used. The gas is spin-unpolarised, at zero temperature, with density n, kF = (3π²n)^(1/3), ks² = 4kF/π and η = q/2kF. A static potential δv of wave vector q induces δn = χ δv. In the Kohn-Sham description δn = χ0 (δv + v δn + f δn), where v = 4π/q² and f(q) is the exchange-correlation kernel. Dividing by χ0 δn gives

1/χ = 1/χ0 − v − f,
χ0 = −(kF/π²) L(η), L = 1/2 + [(1−η²)/4η] ln|(1+η)/(1−η)|.

The local-field factor is G = −f/v. LDA takes f = d²(nε_xc)/dn² at every q. For exchange ε_x = −3kF/4π, so nε_x ∝ n^(4/3) and

f_x(0) = (4/9) ε_x/n = −(4/9)(3kF/4π)(3π²/kF³) = −π/kF².

Two things are inputs here and are not derived. One is the rough finding of quantum Monte Carlo simulation that, at metallic densities, f stays near its q = 0 value up to about 2kF. The other is the correlation coefficient β, taken from published functionals. These notes test the explanation that the gradient terms of exchange and correlation cancel, and find that it holds only in part.

2. The gradient term of the kernel

Take n(x) = n(1 + a cos qx). The second-order energy per volume is ½⟨δn f δn⟩ = f (na)²/4. A term ∫C(n)|∇n|² gives C q²(na)²/2. The variation of C with n multiplies |∇n|², which is already of order a², so it enters only at third order. Equating the two expressions, the term adds 2Cq² to f.

Gradient functionals are written nε_x(1 + μs²) + n(ε_c + βt²), with s = |∇n|/2kFn and t = |∇n|/2ksn. Then t² = s²kF²/ks² = πkF s²/4, and

nβt² = (3kF/4π)(π²β/3) n s² = −nε_x (π²β/3) s².

The gradient energy density is therefore nε_x(μ − π²β/3)s². Inserting s² and n = kF³/3π²,

C = −(3kF/4π)(μ − π²β/3)/(4kF²n) = −(9π/16kF⁴)(μ − π²β/3),
f(q) = f_LDA − (9π/8kF⁴)(μ − π²β/3) q²,
δf/f_x(0) = (9/2)(μ − π²β/3) η².

The quantity comparable with μ is π²β/3, not β, because s and t are scaled by different lengths. With μ and β positive, exchange makes the kernel more negative as q grows and correlation works against it.

3. Exchange alone

Let Σ_k = ∫d³k/(2π)³, let f_p be the occupation, and set g_k = f_(k−q/2) − f_(k+q/2) and Δ_k = ε_(k+q/2) − ε_(k−q/2) = q·k. First-order perturbation theory gives the density-matrix element δρ_k = −(g/Δ)δv per spin, so χ0 = −2Σ g/Δ. The Fock operator acts in two ways. Its diagonal part, −Σ v(p−p′)f_p′, shifts Δ_k by +Σ v(k−k′)g′ and changes χ by +2ΣΣ v g g′/Δ². Its off-diagonal part, −Σ v δρ′ = +Σ v (g′/Δ′)δv, adds to δv and changes χ by −2ΣΣ v g g′/ΔΔ′. Symmetrising the first in k and k′,

χ1 = ΣΣ v(k−k′) g g′ (1/Δ − 1/Δ′)².

Inverting 1/χ of section 1 and expanding to first order in the interaction gives χ = χ0 + χ0²(v + f_x), so f_x = χ1/χ0².

Set kF = 1, q along the axis, z = k_z, x = k⊥², y = k′⊥², D = (z−z′)². Then g = θ(A₋ − x) − θ(A₊ − x) with A± = max(0, 1 − (z ± q/2)²), and B± is the same for z′. The azimuthal integral ∫dφ/(a − b cos φ) = 2π/√(a²−b²) turns d²k⊥d²k′⊥/|k−k′|² into π² dx dy/R(x,y), where R² = (x+y+D)² − 4xy. Over two discs, with R = R(A,B), t1 = B+D−A and t2 = A+D−B,

J(A,B) = A ln[(t1+R)/2D] + B ln[(t2+R)/2D] + (R−A−B−D)/2.

To verify this, note ∂R/∂A = t2/R, R² − t1² = 4AD, R² − t2² = 4BD and t1 + t2 = 2D. Apart from the first logarithm, ∂J/∂A contains three terms. The B term gives B/R. The A term gives A(t2−R)/[R(t1+R)] = (t2−R)(R−t1)/4DR. The last gives (t2−R)2D/4DR. The latter two sum to (t2−R)(t2+R)/4DR = −B/R, so all three cancel. What is left, ln[(t1+R)/2D], is ∫₀^B dy/R, and J(0,B) = 0. The prefactor is 4π·π²/(2π)⁶q², so

χ1 = I/(16π³q²), F(q) ≡ f_x/(−π) = −I/(16q²L²),
I = ∫∫dz dz′ [D/(zz′)²] [J(A₋,B₋) − J(A₋,B₊) − J(A₊,B₋) + J(A₊,B₊)].

As q → 0 the annuli have signed widths 2qz and 2qz′ at x = 1−z², y = 1−z′². There R² = (x−y)² + D(D+2x+2y) = D[(z+z′)² + (z−z′)² + 4 − 2z² − 2z′²] = 4D. So I = 2q²∫∫|z−z′|/(zz′) over [−1,1]². Folding onto positive z, z′ gives 2∫∫[|z−z′| − (z+z′)]/(zz′) = −4∫∫1/max(z,z′) = −8. Hence I = −16q² and F(0) = 1, the LDA value.

The next order is obtained here by quadrature, not in closed form. A fit of (F−1)/η², whose η → 0 value is 9μ/2 by section 2, gives μ = 0.12346 (9μ/2 = 0.5556), which is 10/81 to all five digits.

For q ≫ 2kF, g = ±1 on two spheres centred at ±q/2, each holding N = n/2 states, and χ0 = −2·2N·(2/q²) = −8N/q². For the two same-sphere pairings, (1/Δ−1/Δ′)² ≈ 16(z−z′)²/q⁶, and (z−z′)²/|k−k′|² averages to 1/3, giving +2N²·4π·16/3q⁶. For the two opposite pairings gg′ = −1, v ≈ 4π/q² and (4/q²)² = 16/q⁴, giving −2N²·4π·16/q⁶. The sum divided by 64N²/q⁴ is −v/3, so G_x → 1/3; the quadrature gives 0.3341 at 30kF. LDA exchange has G_x = η², which grows past this limit, so it fails for the exchange kernel at large q.

The computed F is 1.036, 1.163, 1.467, 2.022, 1.645 and 0.198 at q/kF = 0.5, 1, 1.5, 1.9, 2 and 3, against 1.035, 1.139, 1.313, 1.501, 1.556 and 2.250 for 1 + 5η²/9. Bare exchange is far from flat: it doubles just below 2kF and then collapses. Past 2kF the exchange kernel drops steeply: it is 1.185 of its LDA value at 2.02kF, has fallen below that value by 2.05kF (0.97), and is 0.59, 0.34 and 0.198 of it at 2.2, 2.5 and 3kF.

4. Why correlation opposes exchange

For a contact interaction v0, expand the square in χ1. The terms in 1/Δ² carry the factor Σg′ = 0, since the two displaced spheres have equal volume. The cross term is −2v0(Σg/Δ)² = −v0χ0²/2, so f = −v0/2 at every q. All nonlocality of the exchange kernel comes from the range of the interaction, and screening, a correlation effect, shortens that range.

The interaction 4π/(|k−k′|²+λ²) interpolates. With ε = k²/2, the two energies are e ± Δ/2 with e = ε + q²/8. Taylor expansion of the step function, whose derivative is −δ, gives

h ≡ g/Δ = δ + q²(δ′/8 + z²δ″/24), argument ε − εF,

which is legitimate when the interaction is smooth on the scale q, that is q ≪ λ. Also gg′(1/Δ−1/Δ′)² = hh′(z/z′ + z′/z − 2), equivalent to 2hh′(z′/z − 1) under the symmetric sum. Write v = (2π/kk′)/(X−γ), with γ the cosine between k and k′ and X = (k²+k′²+λ²)/2kk′. The measure is (k/2π²)dε times an angular average, so kk′ cancels and

χ1 = (1/π³)∫∫dε dε′ ⟨⟨hh′(z′/z − 1)/(X−γ)⟩⟩.

From 1/(X−γ) = Σ(2l+1)Q_l(X)P_l(γ) and the addition theorem, ⟨⟨a(c)b(c′)/(X−γ)⟩⟩ = Σ(2l+1)Q_l⟨aP_l⟩⟨bP_l⟩, with z = kc. The averages needed are ⟨P1/c⟩ = 1, ⟨P3/c⟩ = −2/3, ⟨cP1⟩ = ⟨c²⟩ = 1/3, ⟨c³P1⟩ = 1/5 and ⟨c³P3⟩ = 2/35. The factors z′/z − 1, zz′ − z² and z′³/z − z′² then give

T0 = (k′/k)Q1 − Q0,
Tb = (kk′Q1 − k²Q0)/3,
Tc = (k′³/k)(3Q1/5 − 4Q3/15) − k′²Q0/3.

Using ∫δ′φ = −φ′ and ∫δ″φ = φ″, χ1 = (T0 + q²T2)/π³ at k = k′ = 1, with

T2 = −(∂ε + ∂ε′)T0/8 + (∂ε²Tb + ∂ε′²Tc)/24.

Since L ≈ 1 − q²/12, 1/χ0² = π⁴(1 + q²/6). Comparison with −(9π/8)μq² gives F0 = −T0 and

μ(λ) = −(8/9)(T2 + T0/6).

Now let λ → 0. At k = k′ = 1, X = 1 + λ²/2, X_k = −λ²/2, X_kk = 1 + λ², and ∂ε² = ∂k² − ∂k. For a product p(k)Q(X),

∂ε²(pQ) = (p″−p′)Q + 2p′Q′X_k + pQ″X_k² + pQ′(1 + 3λ²/2).

From Q0′ = −1/(X²−1) ≈ −1/λ², Q1 = XQ0 − 1 and Q3 = P3Q0 − 5X²/2 + 2/3, with P_l ≈ 1 + l(l+1)λ²/4, the limits are Q1 = Q0 − 1, Q3 = Q0 − 11/6, Q1′ = Q0′ + Q0 − 1/2, Q3′ = Q0′ + 6Q0 − 8, and Q′X_k = Q″X_k² = 1/2 for each l. In both Tb and Tc the values p(1) sum to zero, which removes the Q″ and Q0′ terms. For Tb, p = k/3 and −k²/3:

−(Q0−1)/3 + (1/3 − 2/3) + (Q0 − 1/2)/3 = −1/6.

For Tc, p = 3k′³/5, −4k′³/15 and −k′²/3:

(Q0 − 9/5 + 22/15) + (1 − 2/3) + (−Q0 − 3/10 + 32/15) = 11/6.

In the first term of T2, ∂k + ∂k′ annihilates k′/k and gives −λ² on X, leaving a term of order λ² ln λ, which vanishes. Thus T2 = (11/6 − 1/6)/24 = 5/72, T0 = −1 and μ = −(8/9)(5/72 − 12/72) = 7/81 = 0.08642.

This is not 10/81. The limits q → 0 and λ → 0 do not commute, and an arbitrarily weak screening removes 3/81 = 0.03704 once q ≪ λ. Stronger screening removes more: the relative slope 9μ/2F0 is 0.358, 0.309, 0.212 and 0.048 at λ/kF = 0.25, 0.5, 1 and 3, against 0.556 for the bare interaction. The reduction of μ is consistent with the sign of the correlation gradient term, but the model does not establish it: screening lowers |f(0)| (F0 < 1), whereas the LDA correlation kernel of section 7 raises it. It does not give β, because it omits the response of the screening to δn, and at every λ computed its μ(λ) stays positive.

5. Weighing μ against π²β/3

The high-density value used in PBE is β0 = 0.066725, so π²β0/3 = 0.21951. Exact cancellation of 10/81 needs β = 3μ/π² = 0.03753. If β0 is paired with 10/81, the net coefficient at high density is 0.12346 − 0.21951 = −0.096, an overshoot.

There is a bookkeeping ambiguity. If β0 belongs with screened exchange, the net value is 7/81 − 0.21951 = −0.133, and a functional with μ = 10/81 must put the 3/81 into correlation. PW91 does this: its π²β/3 at rs = 0.001 is 0.25659, close to 0.21951 + 0.03704. The revTPSS form β(rs) = β0(1 + 0.1rs)/(1 + 0.1778rs) pairs β0 with 10/81 and tends to 0.03753 at large rs, a cancellation put in by design. The Rasolt-Geldart total exchange-correlation coefficient, 2.568×10⁻³ at rs = 0, is the sum of β0 and an exchange term equal to 7/81, and it corresponds to a net value of −0.133. These notes do not derive which pairing is correct; both give a negative net value. PBE sets μ = π²β0/3 = 0.21951 in order to recover LDA response. That number is therefore not the exchange gradient coefficient, and it is no proof that the exact terms cancel.

A q² coefficient describes only small q, and for correlation small means small compared with ks. As rs → 0 at fixed q/kF, f tends to the bare f_x(q), which is not flat. Flatness up to 2kF belongs to metallic densities, where ks and kF are comparable.

6. The weight of the kernel in χ

Changing f by δf gives

χ/χ_LDA = (1/χ_LDA)/(1/χ_LDA − δf) ≈ 1 + χ δf.

At small q, 1/χ is dominated by −v, so χδf ∝ q⁴ for a gradient term. Near 2kF and at metallic densities, 1/χ0 dominates. A relative error δf/f enters χ multiplied by χf. At 2kF with the LDA exchange kernel, v = π/kF² cancels f_x(0) and 1/χ0 = −2π²/kF, so χf = 1/(2πkF). This is below one at metallic densities, where relative errors of f are diluted, and for exchange alone it reaches one at kF = 1/2π (rs ≈ 12). Adding the LDA correlation kernel raises χf to 0.39, 0.63 and 1.66 at rs = 4, 6 and 12, all at 2kF. The largest χf lies somewhat below 2kF: 0.47 near 1.7kF at rs = 4 and 0.73 near 1.8kF at rs = 6. It passes one near rs = 8, where the dilution ends.

7. Worked example

The chosen input is jellium at a metallic density: 8 electrons in a cube whose edge is set to 6.08 Å = 11.4895 bohr. Then n = 8/11.4895³ = 0.005275, rs = 3.5638, kF = 0.5385, ks = 0.8280 and ks/kF = 1.5376. The LDA kernel is f_x + f_c = −10.8330 − 1.2102 = −12.0431 Ha bohr³.

Here β(rs) = 0.066725(1.35638/1.63364) = 0.05540, π²β/3 = 0.18226 and the net value is 0.12346 − 0.18226 = −0.05880, about half of μ in size and of opposite sign. PBEsol (β = 0.046) gives −0.02788 and PBE gives zero. PW91 as evaluated by libxc gives 0.12346 − 0.23992 = −0.11647, and this value is used for the PW91 entries below. It corresponds to a density dependence with denominator 1 + 8.723rs + 0.472rs². The Rasolt-Geldart form of the coefficient has a further term 0.07389rs³, which gives π²β/3 = 0.23052 and a net value of −0.10706, about 8% smaller in size. Either way the sign is reversed with little reduction in size.

At q = kF, η² = 1/4 and δf = −10.833 × 4.5 × (−0.0588)/4 = +0.717, or −6.0% of the LDA kernel, against +12.5% for the exchange gradient alone and −11.8% for PW91. With 1/χ_LDA = −20.096 − 43.332 + 12.043 = −51.385, χ/χ_LDA = 51.385/52.102, a change of −1.38%. At 2kF, δf = −9.1766 + 12.0431 = 2.8665 and 35.444/38.310 gives −7.48%. The changes of χ in per cent are:

q/kF      0.5     1.0     1.5     2.0
f = 0    −6.27  −18.99  −28.24  −25.36
F(q)      0.22    3.55   19.80   24.55
μ only    0.21    3.02   12.44   20.45
β(rs)    −0.10   −1.38   −5.01   −7.48
PW91     −0.20   −2.69   −9.45  −13.81

The row F(q) uses the full bare exchange kernel with LDA correlation. Up to kF every nonlocal variant lies within 4% of LDA, while dropping f altogether costs 6% at 0.5kF and 19% at kF: in this range dilution does most of the work. Exchange nonlocality alone would raise |χ| by 20% at 1.5kF and 25% at 2kF, and by more in between: at 1.9kF, L = 0.594, 1/χ_LDA = −30.86 − 12.00 + 12.04 = −30.82 and δf = −10.833 × 1.022 = −11.07, so χ/χ_LDA = 30.82/19.75 = 1.56. If the full kernel is to stay near its q = 0 value, as the Monte Carlo input of section 1 says, correlation must supply an opposing nonlocal term. The last two rows use a q² law valid for q small compared with ks = 1.54kF, so from kF (0.65ks) upward they are extrapolations and only indicative. The higher-order rise of exchange also offsets the negative net term: in units of f_x(0), at 1.5kF exchange adds 0.467 and the β(rs) term removes 4.5 × 0.18226 × 0.5625 = 0.461. The near equality does not persist: the two terms are 0.163 and 0.205 at kF, 1.022 and 0.740 at 1.9kF, and 0.645 and 0.820 at 2kF. Such sums mix orders and prove nothing by themselves. The screened model with λ = ks shows the shape directly: f(q)/f(0) is 1.009, 1.034, 1.067, 1.042 and 0.965 at 0.5, 1, 1.5, 1.9 and 2kF, and falls to 0.453 at 3kF. Its magnitude, F0 = 0.4147, is too small to represent the full kernel.

8. What the numerical check tests

The numerical check below compares J, Q3 and L with direct quadrature of their definitions. It compares the kernel of section 2 with finite differences of libxc energies of a cosine-modulated density, which agree to the printed digits (−12.0431, −10.6842 and −9.1766 at 2kF). The two-dimensional integral I is tested against 10/81, the limit 1/3, the contact limit (ratio 0.9979 at λ = 40kF, q = 2kF) and the Legendre formula for μ(λ), both routes giving 0.02812 at λ = kF and 0.01257 at λ = ks. Symbolic differentiation confirms 7/81, the PW91 correlation coefficient is read from the libxc implementation, and its exchange coefficient is checked against 10/81 to 10⁻³, the value used in the PW91 net coefficient.

Calculated quantities

```
-- dimensionless coefficients --
10/81 = 0.12346; quadrature fit mu = 0.12346; 9mu/2 = 0.5556
7/81 = 0.08642; mu(lambda=1e-6 kF) = 0.0864198; 3/81 = 0.03704
beta0 = 0.066725; pi^2 beta0/3 = 0.21951
net rs->0: 10/81 pairing -0.09606; 7/81 pairing -0.13310
PW91 pi^2 beta/3 at rs=0.001 bohr (libxc) = 0.25659
beta cancelling 10/81 = 0.03753; beta(rs->inf) = 0.03753
G_x(q=30 kF) = 0.3341; contact test f/(-v0/2), q=2kF, lambda=40kF: 0.9979
lambda/kF=0.250: F0=0.9348 mu=0.07439 9mu/(2F0)=0.3581
lambda/kF=0.500: F0=0.8229 mu=0.05642 9mu/(2F0)=0.3085
lambda/kF=1.000: F0=0.5976 mu=0.02812 9mu/(2F0)=0.2117
lambda/kF=1.538: F0=0.4147 mu=0.01257 9mu/(2F0)=0.1364
lambda/kF=3.000: F0=0.1726 mu=0.00183 9mu/(2F0)=0.0478
quadrature mu(lambda): 1.0 -> 0.02812; ks/kF -> 0.01257
-- example: fcc a = 6.08 angstrom, 8 electrons --
a = 11.4895 bohr; n = 0.005275 bohr^-3; rs = 3.5638 bohr
kF = 0.5385 1/bohr; ks = 0.8280 1/bohr; ks/kF = 1.5376
f_x = -10.8330, f_c = -1.2102, f_xc LDA = -12.0431 Ha bohr^3
PBE: mu=0.21951 beta=0.06672 pi^2beta/3=0.21951 net=0.00000
   f(2kF) formula -12.0431, finite diff -12.0431 Ha bohr^3
PBEsol: mu=0.12346 beta=0.04600 pi^2beta/3=0.15133 net=-0.02788
   f(2kF) formula -10.6842, finite diff -10.6842 Ha bohr^3
10/81+beta(rs): mu=0.12346 beta=0.05540 pi^2beta/3=0.18226 net=-0.05880
   f(2kF) formula -9.1766, finite diff -9.1766 Ha bohr^3
PW91: beta=0.07293 pi^2beta/3=0.23992 net=-0.11647
q/kF | f_x/f_x(0) exact | 1+5eta^2/9 | screened(ks) f/f(0) | G_x | G_x LDA
0.5 | 1.0360 | 1.0347 | 1.0085 | 0.0648 | 0.0625
1.0 | 1.1627 | 1.1389 | 1.0336 | 0.2907 | 0.2500
1.5 | 1.4669 | 1.3125 | 1.0672 | 0.8251 | 0.5625
1.9 | 2.0217 | 1.5014 | 1.0421 | 1.8246 | 0.9025
2.0 | 1.6449 | 1.5556 | 0.9648 | 1.6449 | 1.0000
3.0 | 0.1977 | 2.2500 | 0.4526 | 0.4447 | 2.2500
q/kF | 1/chi0 | v | 1/chi_LDA (Ha bohr^3) | df/f_xc %: GEx, beta(rs), PW91
0.5 | -18.722 | 173.327 | -180.007 | 3.1, -1.5, -2.9
1.0 | -20.096 | 43.332 | -51.385 | 12.5, -6.0, -11.8
1.5 | -23.383 | 19.259 | -30.599 | 28.1, -13.4, -26.5
2.0 | -36.655 | 10.833 | -35.444 | 50.0, -23.8, -47.1
q/kF | chi/chi_LDA - 1 in %: RPA, exact-x, GEx only, net beta(rs), net PW91
0.5 | -6.27, 0.22, 0.21, -0.10, -0.20
1.0 | -18.99, 3.55, 3.02, -1.38, -2.69
1.5 | -28.24, 19.80, 12.44, -5.01, -9.45
2.0 | -25.36, 24.55, 20.45, -7.48, -13.81
```
